# Slater–Condon rules derived from permutation sums over determinants: verification in Python

```python
# Slater-Condon rules, tested against explicit permutation sums.
# Orthonormal spin orbitals; |a1..aN> = (N!)^(-1/2) sum_P sgn(P) prod_k chi_{a_P(k)}(x_k).
# F = sum_i f(i), G = sum_{i<j} g(i,j), g(1,2) = g(2,1); <pq||rs> = <pq|rs> - <pq|sr>.
# Bra and ket differ in k orbitals (m,n only in bra; p,q only in ket); eps is the
# parity of the reordering of the ket that aligns the shared orbitals.
#  k=0: F = eps sum_m f_mm, G = eps/2 sum_mn <mn||mn>
#  k=1: F = eps f_mp,       G = eps sum_{n shared} <mn||pn>
#  k=2: F = 0,              G = eps <mn||pq>;     k>=3: F = G = 0.
# Independent road: determinants as N-index tensors, operators applied per electron.
# (pq|rs) are spatial integrals in chemists' order. Atomic units, Eh = hartree.
import numpy as np
from itertools import permutations, combinations
from math import factorial
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, fci
from pyscf.scf import hf

hf.MUTE_CHKFILE = True
N = 4
PERMS = [(P, int(round(np.linalg.det(np.eye(N)[list(P)])))) for P in permutations(range(N))]
PAIRS = list(combinations(range(N), 2))

def antisym(t):
    return sum(s * t.transpose(P) for P, s in PERMS) / factorial(N)

def det_tensor(orbs, occ):
    prod = np.einsum('a,b,c,d->abcd', *[orbs[:, o] for o in occ])
    return np.sqrt(factorial(N)) * antisym(prod)

def act1(f, t, i):
    return np.moveaxis(np.tensordot(f, t, axes=(1, i)), 0, i)

def apply_F(f, t):
    return sum(act1(f, t, i) for i in range(N))

def apply_G(g, t):
    return sum(np.moveaxis(np.tensordot(g, t, axes=([2, 3], [i, j])), [0, 1], [i, j])
               for i, j in PAIRS)

def apply_W(v, t):
    return sum(act1(v, act1(v, act1(v, t, i), j), l) for i, j, l in combinations(range(N), 3))

def to_orbitals(f, g, U):
    c = U.conj()
    return c.T @ f @ U, np.einsum('pqrs,pa,qb,rc,sd->abcd', g, c, c, U, U, optimize=True)

def align(bra, ket):
    m = [a for a in bra if a not in ket]
    p = [b for b in ket if b not in bra]
    rest = iter(p)
    pos = [ket.index(a if a in ket else next(rest)) for a in bra]
    inversions = sum(pos[i] > pos[j] for i, j in PAIRS)
    return m, p, (-1) ** inversions

def slater_condon(f, g, bra, ket):
    m, p, eps = align(bra, ket)
    anti = lambda a, b, c, d: g[a, b, c, d] - g[a, b, d, c]
    k = len(m)
    if k == 0:
        one = sum(f[a, a] for a in bra)
        two = 0.5 * sum(anti(a, b, a, b) for a in bra for b in bra)
    elif k == 1:
        one = f[m[0], p[0]]
        two = sum(anti(m[0], n, p[0], n) for n in bra if n in ket)
    elif k == 2:
        one, two = 0.0, anti(m[0], m[1], p[0], p[1])
    else:
        one = two = 0.0
    return k, eps, eps * one, eps * two

def single_perm_sum(f, g, S, bra, ket):
    one = two = 0.0
    alive1, alive2 = [], []
    for P, s in PERMS:
        b = [ket[P[l]] for l in range(N)]
        for i in range(N):
            t = s * f[bra[i], b[i]] * np.prod([S[bra[l], b[l]] for l in range(N) if l != i])
            one += t
            if abs(t) > 1e-9:
                alive1.append((P, i))
        for i, j in PAIRS:
            t = s * g[bra[i], bra[j], b[i], b[j]] * np.prod(
                [S[bra[l], b[l]] for l in range(N) if l not in (i, j)])
            two += t
            if abs(t) > 1e-9:
                alive2.append((P, i, j))
    return one, two, alive1, alive2

# ---------- random complex, non-Hermitian model ----------
rng = np.random.default_rng(7)
M = 8
cr = lambda *sh: rng.normal(size=sh) + 1j * rng.normal(size=sh)
f, v, g_raw = cr(M, M), cr(M, M), cr(M, M, M, M)
g = 0.5 * (g_raw + g_raw.transpose(1, 0, 3, 2))
U = np.linalg.qr(cr(M, M))[0]
fo, go = to_orbitals(f, g, U)
vo = U.conj().T @ v @ U
x, y = cr(M, M, M, M), cr(M, M, M, M)
assert np.allclose(antisym(antisym(x)), antisym(x), atol=1e-12)
assert abs(np.vdot(y, antisym(x)) - np.vdot(antisym(y), x)) < 1e-9
assert np.allclose(antisym(apply_F(f, x)), apply_F(f, antisym(x)), atol=1e-10)
assert np.allclose(antisym(apply_G(g, x)), apply_G(g, antisym(x)), atol=1e-9)
assert np.abs(antisym(apply_G(g_raw, x)) - apply_G(g_raw, antisym(x))).max() > 0.1

dets = list(combinations(range(M), N))
T = [det_tensor(U, d) for d in dets]
flat = np.array([t.ravel() for t in T])
matrix = lambda op, a: flat.conj() @ np.array([op(a, t).ravel() for t in T]).T
assert np.allclose(flat.conj() @ flat.T, np.eye(len(dets)), atol=1e-12)
Fx, Gx, Wx, Grawx = matrix(apply_F, f), matrix(apply_G, g), matrix(apply_W, v), matrix(apply_G, g_raw)
assert np.allclose(Grawx, Gx, atol=1e-9)
K = np.zeros(Fx.shape, int)
E = np.zeros(Fx.shape)
Fs, Gs = np.zeros_like(Fx), np.zeros_like(Gx)
for I, a in enumerate(dets):
    for J, b in enumerate(dets):
        K[I, J], E[I, J], Fs[I, J], Gs[I, J] = slater_condon(fo, go, a, b)
        m, p, eps = align(a, b)
        assert eps == (-1) ** (sum(a.index(o) for o in m) + sum(b.index(o) for o in p))
        if len(m) == 3:
            assert abs(Wx[I, J] - eps * np.linalg.det(vo[np.ix_(m, p)])) < 1e-9
print(f"model: N = {N}, orbitals = {M}, determinants = {len(dets)} (dimensionless)")
for k in range(5):
    s = K == k
    eF, eG = np.abs(Fx - Fs)[s].max(), np.abs(Gx - Gs)[s].max()
    assert eF < 1e-10 and eG < 1e-10
    mF, mG, mW = (np.abs(Z[s]).mean() for Z in (Fx, Gx, Wx))
    assert (mF > 0.1) == (k <= 1) and (mG > 0.1) == (k <= 2) and (mW > 0.1) == (k <= 3)
    print(f"k={k} pairs={s.sum()} mean|F|,|G|,|W3| {mF:.1e} {mG:.1e} {mW:.1e} err {max(eF, eG):.0e}")
assert np.abs(Wx[K == 4]).max() < 1e-9
no_sign = np.abs(Gx - E * Gs).max()
assert no_sign > 1.0
print(f"largest error in G if eps is dropped: {no_sign:.2f}")
for trial in range(40):
    a = tuple(int(i) for i in rng.permutation(6)[:N])
    b = tuple(int(i) for i in rng.permutation(6)[:N])
    ta, tb = det_tensor(U, a), det_tensor(U, b)
    k, eps, one, two = slater_condon(fo, go, a, b)
    assert abs(np.vdot(ta, apply_F(f, tb)) - one) < 1e-10
    assert abs(np.vdot(ta, apply_G(g, tb)) - two) < 1e-10

bra = (0, 1, 2, 3)
S = U.conj().T @ U
ident = tuple(range(N))
counts = []
for k in range(5):
    ket = tuple(range(4, 4 + k)) + bra[k:]
    one, two, al1, al2 = single_perm_sum(fo, go, S, bra, ket)
    ta, tb = det_tensor(U, bra), det_tensor(U, ket)
    assert abs(one - np.vdot(ta, apply_F(f, tb))) < 1e-10
    assert abs(two - np.vdot(ta, apply_G(g, tb))) < 1e-10
    assert all(P == ident and set(range(k)) <= {i} for P, i in al1)
    for P, i, j in al2:
        assert all(P[l] == l for l in range(N) if l not in (i, j)) and set(range(k)) <= {i, j}
    counts.append((len(al1), len(al2)))
assert counts == [(N, N * (N - 1)), (1, 2 * (N - 1)), (0, 2), (0, 0), (0, 0)]
print(f"terms in single sum: F {len(PERMS) * N}, G {len(PERMS) * len(PAIRS)}")
print("surviving (F,G) terms for k=0..4:", counts)

B = U + 0.1 * cr(M, M)
B /= np.linalg.norm(B, axis=0)
fb, gb = to_orbitals(f, g, B)
Sb = B.conj().T @ B
ket = (4, 5, 6, 3)
ta, tb = det_tensor(B, bra), det_tensor(B, ket)
one, two, _, _ = single_perm_sum(fb, gb, Sb, bra, ket)
assert abs(np.vdot(ta, tb) - np.linalg.det(Sb[np.ix_(bra, ket)])) < 1e-12
assert abs(one - np.vdot(ta, apply_F(f, tb))) < 1e-10 and abs(two - np.vdot(ta, apply_G(g, tb))) < 1e-10
assert abs(one) > 1e-3 and abs(two) > 1e-3
print(f"non-orthogonal orbitals, k=3: |F| = {abs(one):.4f}, |G| = {abs(two):.4f}")

# ---------- LiH, RHF/STO-3G ----------
R = 3.0
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {R}", unit="Bohr", basis="sto-3g", verbose=0)
mf = hf.RHF(mol)
mf.chkfile = None
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-9
mf.kernel()
assert mf.converged
C = mf.mo_coeff.copy()
n = C.shape[1]
C *= np.sign(C[np.abs(C).argmax(axis=0), np.arange(n)])
h_ao, eri_ao, Sao = mf.get_hcore(), mol.intor('int2e'), mol.intor('int1e_ovlp')
I2 = np.eye(2)

def spatial(X):
    return X.T @ h_ao @ X, np.einsum('pqrs,pa,qb,rc,sd->abcd', eri_ao, X, X, X, X, optimize=True)

def spin_form(h1, e2):
    chem = np.einsum('pqrs,ab,cd->paqbrcsd', e2, I2, I2).reshape((2 * n,) * 4)
    return np.kron(h1, I2), np.ascontiguousarray(chem.transpose(0, 2, 1, 3))

w, V = eigh(Sao)
hL, gL = spin_form(*spatial(V @ np.diag(w ** -0.5) @ V.T))
Shalf = V @ np.diag(w ** 0.5) @ V.T
apply_H = lambda t: apply_F(hL, t) + apply_G(gL, t)
h, e = spatial(C)
hs, gs = spin_form(h, e)
orbs = np.kron(Shalf @ C, I2)
D = [d for d in combinations(range(2 * n), N) if sum(o % 2 for o in d) == 2]
T = [det_tensor(orbs, d) for d in D]
Hx = np.array([t.ravel() for t in T]) @ np.array([apply_H(t).ravel() for t in T]).T
res = [[slater_condon(hs, gs, a, b) for b in D] for a in D]
K = np.array([[r[0] for r in row] for row in res])
Hs = np.array([[r[2] + r[3] for r in row] for row in res])
err = np.abs(Hx - Hs).max()
assert err < 1e-10
el = lambda a, b: Hx[D.index(a), D.index(b)]
show = lambda label, val: print(f"{label} = {val:.6f} Eh")
a1, a2, a3, a4 = 0, 1, 2, 5
ref = (0, 1, 2, 3)
print(f"LiH RHF/STO-3G, R = {R:.1f} bohr, spatial orbitals = {n}, M_S=0 determinants = {len(D)}")
print("sigma orbital energies (Eh):", " ".join(f"{mf.mo_energy[i]:.5f}" for i in (a1, a2, a3, a4)))
print(f"max |H explicit - H rules| = {err:.1e} Eh")
print(f"max explicit |H| for k>=3 = {np.abs(Hx[K >= 3]).max():.1e} Eh")
print(f"fraction of elements with k>=3 = {(K >= 3).mean():.4f}")
J11, J22, J12, K12 = e[a1, a1, a1, a1], e[a2, a2, a2, a2], e[a1, a1, a2, a2], e[a1, a2, a2, a1]
for lab, val in (("h11", h[a1, a1]), ("h22", h[a2, a2]), ("J11", J11), ("J22", J22),
                 ("J12", J12), ("K12", K12)):
    show(lab, val)
one, two = 2 * h[a1, a1] + 2 * h[a2, a2], J11 + J22 + 4 * J12 - 2 * K12
Vnn = mol.energy_nuc()
assert abs(one + two - el(ref, ref)) < 1e-10 and abs(one + two + Vnn - mf.e_tot) < 1e-9
show("(a) one-electron part", one)
show("(a) two-electron part", two)
show("(a) electronic energy", one + two)
show("(a) nuclear repulsion", Vnn)
show("(a) E_HF", one + two + Vnn)
parts = (h[a2, a3], e[a2, a3, a1, a1], e[a2, a1, a1, a3], e[a2, a3, a2, a2])
for lab, val in zip(("h23", "(23|11)", "(21|13)", "(23|22)"), parts):
    show("(b) " + lab, val)
single = (0, 1, 3, 4)
val = -(parts[0] + 2 * parts[1] - parts[2] + parts[3])
assert abs(val - el(ref, single)) < 1e-10 and abs(val) < 1e-7 and abs(parts[0]) > 1e-2
print(f"(b) element, SCF orbitals = {el(ref, single):.1e} Eh")
theta = 0.1
Cr = C.copy()
Cr[:, a2] = np.cos(theta) * C[:, a2] + np.sin(theta) * C[:, a3]
Cr[:, a3] = -np.sin(theta) * C[:, a2] + np.cos(theta) * C[:, a3]
fock = Cr.T @ (h_ao + mf.get_veff(mol, 2 * Cr[:, :2] @ Cr[:, :2].T)) @ Cr
orr = np.kron(Shalf @ Cr, I2)
rot = np.vdot(det_tensor(orr, ref), apply_H(det_tensor(orr, single)))
assert abs(rot + fock[a2, a3]) < 1e-10 and abs(rot) > 1e-3
show(f"(b) element, rotation {theta:.1f} rad", rot)
show("(b) Fock element F23, rotated", fock[a2, a3])
parts = (h[a2, a4], e[a2, a4, a1, a1], e[a2, a1, a1, a4], e[a2, a4, a3, a3])
for lab, val in zip(("h24", "(24|11)", "(21|14)", "(24|33)"), parts):
    show("(c) " + lab, val)
val = -(parts[0] + 2 * parts[1] - parts[2] + parts[3])
assert abs(val - el(single, (0, 1, 4, 11))) < 1e-10
show("(c) element from rule", val)
show("(c) element explicit", el(single, (0, 1, 4, 11)))
assert abs(e[a2, a4, a2, a4] - el(ref, (0, 1, 10, 11))) < 1e-10
show("(d) K24 from rule", e[a2, a4, a2, a4])
show("(d) opposite-spin double explicit", el(ref, (0, 1, 10, 11)))
show("(d) (13|24)", e[a1, a3, a2, a4])
show("(d) (14|23)", e[a1, a4, a2, a3])
val = -(e[a1, a3, a2, a4] - e[a1, a4, a2, a3])
assert abs(val - el(ref, (1, 3, 4, 10))) < 1e-10
show("(d) same-spin double from rule", val)
show("(d) same-spin double explicit", el(ref, (1, 3, 4, 10)))
assert abs(el(ref, (1, 4, 5, 10))) < 1e-12
print(f"(e) triple explicit = {el(ref, (1, 4, 5, 10)):.1e} Eh")
flip = np.vdot(T[D.index(ref)], apply_H(det_tensor(orbs, (0, 1, 2, 4))))
assert abs(flip) < 1e-12
print(f"spin-flip single explicit = {flip:.1e} Eh")
ev, vec = eigh(Hs)
e_fci = fci.direct_spin1.FCI(mol).kernel(h, e, n, (2, 2), ecore=Vnn)[0]
assert abs(ev[0] + Vnn - e_fci) < 1e-8
show("full CI from rules", ev[0] + Vnn)
show("full CI from pyscf", e_fci)
eV = physical_constants['Hartree energy in eV'][0]
ec = ev[0] + Vnn - mf.e_tot
print(f"correlation energy = {ec:.6f} Eh = {ec * eV:.4f} eV")
level = K[D.index(ref)]
weights = [float((vec[level == k, 0] ** 2).sum()) for k in range(5)]
assert weights[1] > 1e-8 and weights[3] > 1e-10 and weights[4] > 1e-10
print("determinants per level 0..4:", [int((level == k).sum()) for k in range(5)])
print("weights per level 0..4:", " ".join(f"{x:.3e}" for x in weights))
print("finished without a failed check")
```

Running it gives:

```
model: N = 4, orbitals = 8, determinants = 70 (dimensionless)
k=0 pairs=70 mean|F|,|G|,|W3| 3.2e+00 3.3e+00 1.0e+01 err 5e-15
k=1 pairs=1120 mean|F|,|G|,|W3| 1.1e+00 2.0e+00 9.3e+00 err 6e-15
k=2 pairs=2520 mean|F|,|G|,|W3| 2.8e-16 1.2e+00 8.0e+00 err 4e-15
k=3 pairs=1120 mean|F|,|G|,|W3| 9.8e-17 4.7e-16 6.2e+00 err 2e-15
k=4 pairs=70 mean|F|,|G|,|W3| 9.1e-17 2.4e-16 3.5e-15 err 6e-16
largest error in G if eps is dropped: 11.28
terms in single sum: F 96, G 144
surviving (F,G) terms for k=0..4: [(4, 12), (1, 6), (0, 2), (0, 0), (0, 0)]
non-orthogonal orbitals, k=3: |F| = 0.0286, |G| = 0.3781
LiH RHF/STO-3G, R = 3.0 bohr, spatial orbitals = 6, M_S=0 determinants = 225
sigma orbital energies (Eh): -2.34848 -0.28633 0.07833 0.55117
max |H explicit - H rules| = 3.6e-14 Eh
max explicit |H| for k>=3 = 4.5e-16 Eh
fraction of elements with k>=3 = 0.5867
h11 = -4.729969 Eh
h22 = -1.497470 Eh
J11 = 1.658528 Eh
J22 = 0.488176 Eh
J12 = 0.368225 Eh
K12 = 0.013487 Eh
(a) one-electron part = -12.454878 Eh
(a) two-electron part = 3.592632 Eh
(a) electronic energy = -8.862246 Eh
(a) nuclear repulsion = 1.000000 Eh
(a) E_HF = -7.862246 Eh
(b) h23 = 0.033242 Eh
(b) (23|11) = 0.013190 Eh
(b) (21|13) = 0.011253 Eh
(b) (23|22) = -0.048369 Eh
(b) element, SCF orbitals = -1.0e-10 Eh
(b) element, rotation 0.1 rad = -0.019798 Eh
(b) Fock element F23, rotated = 0.019798 Eh
(c) h24 = -0.056209 Eh
(c) (24|11) = -0.040032 Eh
(c) (21|14) = -0.008834 Eh
(c) (24|33) = -0.012084 Eh
(c) element from rule = 0.139524 Eh
(c) element explicit = 0.139524 Eh
(d) K24 from rule = 0.123792 Eh
(d) opposite-spin double explicit = 0.123792 Eh
(d) (13|24) = 0.000414 Eh
(d) (14|23) = 0.001640 Eh
(d) same-spin double from rule = 0.001227 Eh
(d) same-spin double explicit = 0.001227 Eh
(e) triple explicit = -2.4e-17 Eh
spin-flip single explicit = 0.0e+00 Eh
full CI from rules = -7.882504 Eh
full CI from pyscf = -7.882504 Eh
correlation energy = -0.020258 Eh = -0.5512 eV
determinants per level 0..4: [1, 16, 76, 96, 36]
weights per level 0..4: 9.746e-01 2.953e-03 2.243e-02 3.487e-06 4.682e-07
finished without a failed check
```
